# Unpaired electrons in five metallocenes from their frontier orbitals

## The problem

In a metallocene, a metal atom M lies between two parallel cyclopentadienyl rings, C₅H₅ or Cp. How many unpaired electrons does the ground state of MCp₂ have for M = V, Cr, Fe, Co and Ni?

Take isolated molecules and label their orbitals in the staggered form, $D_{5d}$, with $z$ along the ring axis. Five orbitals of mainly metal $d$ character will matter. Write them as

- $a=d_{z^2}$, symmetry $a_{1g}$;
- $e,e'=d_{xy},d_{x^2-y^2}$, symmetry $e_{2g}$;
- $f,f'=d_{xz},d_{yz}$, symmetry $e_{1g}$.

For numerical work, put $e_{2g}$ at zero, $a_{1g}$ at $\delta=0.8$ eV and the upper pair $e_{1g}^*$ at $\Delta=2.8$ eV. The Racah parameters, which set the strength of electron repulsion, are $B=0.05$ eV and $C=0.20$ eV. These are round model values, used for all five metals so that the electron number alone changes.

## First estimate by scaling

**The orbital pattern.** The five carbon $p_z$ orbitals of one ring combine into waves with $|m|=0,1,2$. With nearest-neighbour coupling $\beta<0$, their energies relative to one $p$ orbital are $2\beta\cos(2\pi m/5)$, that is $2\beta$, $0.62\beta$ and $-1.62\beta$. The waves with $m=0,\pm1$ are therefore low and those with $m=\pm2$ are high. Two rings give six low orbitals ($a_{1g},a_{2u},e_{1g},e_{1u}$) and four high ones ($e_{2g},e_{2u}$).

Metal and ring orbitals mix only if their symmetries agree. If a ring level $\varepsilon_L$ has overlap $S$ and Hamiltonian element $H$ with a $d$ level $\varepsilon_d$, weak mixing shifts the $d$ level by

$$\frac{(H-\varepsilon_d S)^2}{\varepsilon_d-\varepsilon_L}.$$

The $e_{1g}$ ring pair lies below the metal, so the denominator is positive and the metal pair rises. It becomes the antibonding $e_{1g}^*$. The $e_{2g}$ ring pair lies above, so the metal $e_{2g}$ pair sinks slightly. For $e_{1g}$ the mixing is not weak, and the formula gives only the direction of the shift: in the numerical model below it predicts a rise of about 2.6 eV, against the 1.4 eV found.

For $a_{1g}$ the overlap itself is small. A $p_z$ orbital samples mainly the $z$ derivative of the metal function at the carbon atom. Write $d_{z^2}\propto h(r)(2z^2-\rho^2)$, where $\rho$ is the distance from the axis. Then

$$\frac{\partial}{\partial z}\left[h(2z^2-\rho^2)\right]=h'(r)\frac{z}{r}(2z^2-\rho^2)+4zh(r).$$

The carbon atoms lie inside the nodal cone, where $2z^2>\rho^2$, and $h'<0$. The two terms therefore oppose each other on the upper ring, and likewise on the lower one.

A numerical model shows how far this goes. It uses atomic Fe $3d$ and C $2p_z$ functions, ring radius 1.22 Å and metal-to-ring distance 1.65 Å. The site energies are $-10$ eV for $d$ and $-11$ eV for $p$. Each coupling is 1.75 times the overlap times the mean site energy (the Wolfsberg–Helmholz rule). Solving the resulting 15-orbital problem gives

| Metal level | Overlap with ring space | Energy (eV) |
|---|---:|---:|
| $e_{2g}$ | 0.140 | −10.28 |
| $a_{1g}$ | 0.014 | −10.00 |
| $e_{1g}^*$ | 0.181 | −8.63 |

The overlap listed is the length of the normalized $d$ orbital's projection onto the space of ring orbitals. Three levels lie within about 0.3 eV, and the antibonding pair is about 1.4 eV above them. Six ligand orbitals lie below all five. The model omits the ring $\sigma$ bonds, hydrogen and metal $4s$ and $4p$, so it supports the pattern but does not fix $\delta$ and $\Delta$.

**The electron count.** A neutral metal of group $G$ brings $G$ valence electrons, and each neutral ring brings five $\pi$ electrons. The total is $N=G+10$. Twelve fill the six low ligand orbitals, leaving

$$n=N-12=G-2.$$

Thus $n=3,4,6,7,8$ for V, Cr, Fe, Co and Ni. Counting M²⁺ and two Cp⁻ gives the same $n$: the metal loses two electrons and the rings hold twelve.

**One scale for repulsion.** Let $K$ be a typical exchange energy between two $d$ orbitals. A parallel pair of electrons gains $K$. Two electrons in one orbital repel more strongly than two in different orbitals, by about $2K$. Both statements follow from the integrals derived below, whose mean exchange is

$$K=\tfrac52B+C=0.125+0.20=0.325\ \text{eV}.$$

For fixed $n$, a configuration with $p$ doubly occupied orbitals and $q$ parallel pairs has, up to a common constant,

$$E\simeq\sum_i\varepsilon_i+K(2p-q).$$

First keep the upper pair empty for as long as possible.

- For V, $e_{2g}^2a_{1g}^1$ with parallel spins has energy $\delta-3K$. Pairing in $e_{2g}^3$ has $p=q=1$ and energy $K$. The first wins if $\delta<4K=1.30$ eV.
- For Cr, $e_{2g}^3a_{1g}^1$ has $p=1,q=3$ and energy $\delta-K$. The singlet $e_{2g}^4$ has $p=q=2$ and energy $2K$. The first wins if $\delta<3K=0.98$ eV.

With $\delta=0.8$ eV both conditions hold. The lower three orbitals fill singly before they pair, so the number of unpaired electrons is $u=n$ for $n\le3$ and $u=6-n$ for $3<n\le6$. Cobalt then has one electron in the upper pair. Nickel has two, placed in different orbitals with parallel spins. The estimate is

$$u(\mathrm{V,Cr,Fe,Co,Ni})=3,\ 2,\ 0,\ 1,\ 2.$$

**The cost of promotion.** A higher spin can be reached by promoting electrons to $e_{1g}^*$. This cannot help V or Ni: $n$ electrons in five orbitals have at most $n$ or $10-n$ unpaired, whichever is smaller, and those two are already at the limit. For the others, compare $2p-q$:

- Cr: the triplet has $-1$ and the quintet $-6$. Promotion costs $\Delta$, so low spin needs $\Delta>5K=1.63$ eV.
- Fe: the singlet has $0$, the triplet $-3$ and the quintet $-8$. The triplet costs $\Delta-\delta$, so the singlet stays below it if $\Delta>\delta+3K=1.78$ eV. The quintet costs $2\Delta-\delta$, and the singlet stays below it if $\Delta>(\delta+8K)/2=1.70$ eV, a weaker condition.
- Co: the doublet has $-3$ and the quartet $-7$. Promotion from $a_{1g}$ costs $\Delta-\delta$, so $\Delta>\delta+4K=2.10$ eV is needed.

The chosen $\Delta=2.8$ eV meets all three conditions.

## Exact solution of the d-shell model

**The integrals.** Let $J$ be the repulsion between the densities of two orbitals and $K_{ij}$ their exchange integral. Expanding $1/r_{12}$ in multipoles leaves radial integrals $F^0,F^2,F^4$. Set $F_2=F^2/49$, $F_4=F^4/441$, and define

$$B=F_2-5F_4,\quad C=35F_4,\quad A=F^0-49F_4.$$

The axial moments $\langle P_2\rangle$ of $d$ functions with $|m|=0,1,2$ are $(2,1,-2)/7$, and $\langle P_4\rangle$ are $(6,-4,1)/21$. Products of these moments give

$$\begin{aligned}
J_{aa}&=F^0+4F_2+36F_4=A+4B+3C,\\
J_{ae}&=F^0-4F_2+6F_4=A-4B+C,\\
J_{af}&=F^0+2F_2-24F_4=A+2B+C,\\
J_{ef}&=F^0-2F_2-4F_4=A-2B+C.
\end{aligned}$$

Non-axial parts do not contribute to the last three, because the two densities have no such part in common. Cubic rotations interchange $xy,xz,yz$, so $J_{ff'}=J_{ef}$.

A cubic rotation also mixes $z^2$ and $x^2-y^2$. Applied to both, it shows that their self-repulsions are equal; rotations about $z$ and cubic rotations carry this value to the other three. Now let a rotation turn $i$ into $ci+sj$, with $c^2+s^2=1$. For the pairs used here the terms odd in $j$ vanish by reflection, so

$$J_{ii}=(c^4+s^4)J_{ii}+c^2s^2(2J_{ij}+4K_{ij}).$$

Since $1-c^4-s^4=2c^2s^2$, this gives $J_{ii}=J_{ij}+2K_{ij}$. It yields $K_{ae}=4B+C$ and $K_{ff'}=3B+C$; cubic rotations and a 45° turn about $z$ give $K_{ef}=3B+C$ as well.

A filled shell is spherical, so $\sum_jJ_{ij}=5F^0=5A+7C$, including $j=i$. For $i=e$ this gives $J_{ee'}=A+4B+C$, and hence $K_{ee'}=C$. The exchange sum, with $J_{ii}$ as its $j=i$ term, is also the same for every orbital. Equating the sums for $e$ and $a$ gives $K_{af}=B+C$. In summary:

| Pair | $J-A$ | $K_{ij}$ |
|---|---:|---:|
| same orbital | $4B+3C$ | – |
| $ee'$ | $4B+C$ | $C$ |
| $ae,\ ae'$ | $-4B+C$ | $4B+C$ |
| $af,\ af'$ | $2B+C$ | $B+C$ |
| $ff'$ and each $e$–$f$ pair | $-2B+C$ | $3B+C$ |

The ten pairs of different orbitals have mean $J-A=-B+C$ and mean exchange $5B/2+C$. Self-repulsion exceeds the mean $J$ by $5B+2C=2K$, which is the rule used in the estimate. The constant $A$ multiplies $n(n-1)/2$ and drops out at fixed $n$.

**Diagonalization.** One configuration is still an approximation, because repulsion mixes configurations of equal symmetry and spin. All ways of placing $n$ electrons in ten spin orbitals were therefore included: 120, 210, 210, 120 and 45 states for the five metals. The Hamiltonian matrix, containing the level energies and the full repulsion, was diagonalized numerically. This is exact for the stated five-orbital model, to numerical precision. It is not an exact treatment of the molecule.

The total spin $S$ of the lowest level gives $u=2S$. The spin-only magnetic moment, with spin $g$ factor 2, is

$$\frac{\mu}{\mu_B}=2\sqrt{S(S+1)}=\sqrt{u(u+2)}.$$

The mean occupations and moments are

| M | $e_{2g}$ | $a_{1g}$ | $e_{1g}^*$ | $u$ | $\mu/\mu_B$ |
|---|---:|---:|---:|---:|---:|
| V | 2.00 | 1.00 | 0.00 | 3 | 3.87 |
| Cr | 2.98 | 1.00 | 0.02 | 2 | 2.83 |
| Fe | 3.97 | 1.99 | 0.04 | 0 | 0.00 |
| Co | 3.98 | 2.00 | 1.02 | 1 | 1.73 |
| Ni | 4.00 | 2.00 | 2.00 | 2 | 2.83 |

For example, $S=3/2$ for vanadocene gives $\sqrt{3\cdot5}=3.87$. Orbital contributions to the moment are left out. They can matter for Cr and Co, because three electrons in the $e_{2g}$ pair, or one in the $e_{1g}^*$ pair, leave the ground state orbitally degenerate.

The small departures from whole numbers come from configuration mixing. Whole numbers in the table do not exclude it, since the entries are rounded. An occupation of 0.04 in $e_{1g}^*$ for ferrocene does not mean 0.04 unpaired electrons: the state as a whole is a singlet.

## Comparison

The scaling estimate and the diagonalization give the same five counts. They differ in how large $\Delta$ must be. Single-configuration energies with the full table of integrals show why.

**Chromium.** Start from $e\uparrow e'\uparrow a\uparrow e\downarrow$ and move $e\downarrow$ to $f\uparrow$. The removed electron had repulsion

$$(4B+3C)+(4B+C)+(-4B+C)=4B+5C.$$

The added one has $J-K_{ij}=-5B$ with each of $e,e'$ and $+B$ with $a$, a total of $-9B$. Hence

$$E_{\rm quintet}-E_{\rm triplet}=\Delta-13B-5C,$$

which vanishes at $\Delta=0.65+1.00=1.65$ eV.

**Iron.** The singlet $e^2e'^2a^2$ has three self-repulsions. Two filled orbitals interact by $4J-2K_{ij}$, so the total is

$$3(4B+3C)+(16B+2C)+2(-24B+2C)=-20B+15C.$$

In the quintet, five parallel electrons contribute $J-K_{ij}$ for ten pairs:

$$4B+2(-8B)+2(B)+5(-5B)=-35B.$$

The sixth electron, $e\downarrow$, has no exchange with them and adds $7C$ by the filled-shell sum. The level energies are $2\delta$ and $\delta+2\Delta$. Therefore

$$E_{\rm quintet}-E_{\rm singlet}=2\Delta-\delta-15B-8C,$$

and the crossing is at $(0.80+0.75+1.60)/2=1.58$ eV.

A triplet must also be considered. An electron meets a filled orbital with energy $2J-K_{ij}$. Moving $a\downarrow$ to $f\uparrow$ removes $-20B+5C$ and adds $-13B+2C$, so the change is $\Delta-\delta+7B-3C$. Moving $e\downarrow$ instead removes $5C$ and adds $-9B+2C$, giving $\Delta-9B-3C$. Both vanish at 1.05 eV, below the quintet crossing.

**Cobalt.** Start from $e^2e'^2a^2f\uparrow$ and move $a\downarrow$ to $f'\uparrow$. This removes $-18B+6C$ and adds $-18B+2C$. The change is $\Delta-\delta-4C$, which vanishes at 1.60 eV. Moving $e\downarrow$ removes $-2B+6C$ and adds $-14B+2C$; that change vanishes at $12B+4C=1.40$ eV. The first crossing sets the limit.

In the full diagonalization, $\Delta$ was varied in steps of 0.05 eV with $\delta=0.8$ eV. The last column gives the lowest grid value from which low spin persists up to 2.8 eV.

| M | One scale (eV) | One configuration (eV) | Diagonalized (eV) |
|---|---:|---:|---:|
| Cr | 1.63 | 1.65 | 1.55 |
| Fe | 1.78 | 1.58 | 1.50 |
| Co | 2.10 | 1.60 | 1.55 |

Relative to the diagonalized grid values, the one-scale estimates are high by about 5, 18 and 35 per cent. The true crossings lie up to one grid step lower, so the actual excess is somewhat larger. For cobalt the reason is explicit: the $B$ terms cancel in the detailed energy, while $4K=4C+10B$ retains them. The excess $10B=0.5$ eV is the difference between 2.10 and 1.60 eV.

For chromium, the remaining shift has a definite sign. The quintets of four $d$ electrons form a single $L=2$ term, so repulsion does not mix or split them and the quintet energy above is exact in this model. Mixing can only lower the lowest triplet below its one-configuration energy. The true crossing must therefore lie at or below 1.65 eV, as found.

**When the upper pair comes down.** With $e_{1g}^*$ lowered to $a_{1g}$, at 0.8 eV, diagonalization gives $u=3,4,4,3,2$. Chromium, iron and cobalt have become high-spin, while V and Ni keep their counts for the reason given earlier. The frontier-orbital assignment thus needs a sufficient gap as well as the right symmetry labels. The overlap model puts $e_{1g}^*$ only 1.65 eV above $e_{2g}$, but it also has $\delta\approx0.29$ eV, so the limits in the table do not apply to it directly. At that $\delta$ the diagonalized limits are about 1.48, 1.19 and 1.26 eV for Cr, Fe and Co, and the five counts come out the same. The margin for chromium is under 0.2 eV, too small to rely on with such rough energies.

Manganocene, with $n=5$, shows the same competition. In this model it has one unpaired electron at $\Delta=2.8$ eV but five at 0.8 eV, and low spin sets in at 1.75 eV, the highest onset of the four metals examined. At $\delta=0.8$ eV its spin is therefore the first of these to change as the gap is reduced; another $\delta$ can alter that order. Real manganocene is predominantly high-spin, with five unpaired electrons, and lies near a spin crossover, so the common value $\Delta=2.8$ eV does not describe it.

**When the lower levels change order.** The counts stayed the same at seven $a_{1g}$ positions from −0.2 to 1.0 eV, with $\Delta=2.8$ eV. Chromium shows why the order matters little: $e_{2g}^3a_{1g}^1$ and $e_{2g}^2a_{1g}^2$ both have two unpaired electrons. At 1.0 eV the one-scale limit of 0.98 eV for Cr is already passed, yet the triplet survives. The detailed energy of the closed-shell singlet $e_{2g}^4$, $24B+8C$, exceeds the triplet energy, $\delta-8B+5C$, by $32B+3C-\delta=2.2\ \text{eV}-\delta$. Before mixing, this singlet would thus fall below the triplet only for $\delta>2.2$ eV, not 0.98 eV. At $\delta=1.0$ eV another singlet is lower before mixing: $e_{2g}^3a_{1g}^1$ with its two unpaired spins opposed, which lies $2K_{ae}=8B+2C=0.80$ eV above the triplet. Repulsion also mixes $e_{2g}^4$ strongly with a singlet of $e_{2g}^2a_{1g}^2$ and brings the mixture slightly below this one. The order of the singlets therefore cannot be read from single configurations, but the diagonalization still gives a triplet ground state.

Numbers in the example were calculated in double precision.
